# Why First-Order Spin–Orbit Coupling Underestimates 6p Splitting in a Thallium Model

**Question.** A scalar-relativistic calculation gives one radial orbital for all six 6p spin-orbitals of a heavy atom. Adding spin–orbit coupling to first order splits them into $p_{1/2}$ and $p_{3/2}$, but by less than the Dirac equation gives in the same potential. Why is the error in this direction, and how large is it for a thallium-like atom?

**Answer.**

**The mechanism**

Spin–orbit coupling acts close to the nucleus. It is attractive for $p_{1/2}$ and repulsive, at half the strength, for $p_{3/2}$. In the model below, the $p_{1/2}$ orbital responds by gaining weight near the nucleus, where the coupling is strong, and so feels more of it, while the $p_{3/2}$ orbital loses weight there and feels less. For a valence orbital, which must stay orthogonal to the inner shells, this direction is not automatic and is established below by calculation. First-order theory evaluates both levels with the same unrelaxed orbital.

It is not obvious that this changes the splitting, since relaxation may lower both levels. The two shifts fail to cancel because the perturbation of $p_{1/2}$ is twice as large, which makes its leading, quadratic shift four times as large.

**Separating the spin**

Take one electron in a fixed local potential $V(r)$, in atomic units, with energies measured from the rest energy. The Dirac equation for the large and small components is

$$V\psi_L+c\,\sigma\!\cdot\!p\,\psi_S=E\psi_L,\qquad c\,\sigma\!\cdot\!p\,\psi_L+(V-2c^2)\psi_S=E\psi_S .$$

The second equation gives

$$\psi_S=\frac{\sigma\!\cdot\!p\,\psi_L}{2cM},\qquad M(r)=1+\frac{E-V(r)}{2c^2}.$$

Inserting this in the first leaves

$$\Big[\sigma\!\cdot\!p\,f\,\sigma\!\cdot\!p+V\Big]\psi_L=E\psi_L,\qquad f=\frac1{2M}.$$

To isolate the spin, move $f$ to the left. Since $p=-i\nabla$,

$$\sigma\!\cdot\!p\,f\,\sigma\!\cdot\!p=f\,p^2-i\frac{f'}{r}(\sigma\!\cdot\!r)(\sigma\!\cdot\!p).$$

With $(\sigma\cdot r)(\sigma\cdot p)=r\cdot p+i\sigma\cdot l$ and $\sigma=2s$, the last term becomes $-i(f'/r)\,r\cdot p+(2f'/r)\,l\cdot s$. Its spin-free part combines with $fp^2$ to give $p\cdot f\,p$. Hence

$$\sigma\!\cdot\!p\,f\,\sigma\!\cdot\!p=p\!\cdot\!f\,p+\frac{2f'}{r}\,l\!\cdot\!s .$$

From $M'=-V'/(2c^2)$ follows $f'=-M'/(2M^2)=V'/(4M^2c^2)$. The equation is now

$$h\,\psi_L=E\psi_L,\qquad h=p\!\cdot\!\frac1{2M}p+V+\lambda\,\xi,\qquad \xi=\frac{V'}{2M^2c^2r},$$

where $\lambda$ is the eigenvalue of $l\cdot s=\tfrac12[j(j+1)-l(l+1)-\tfrac34]$. For $l=1$ this is $\lambda=-1$ for $p_{1/2}$ and $\lambda=+\tfrac12$ for $p_{3/2}$. Setting $\lambda=0$ defines the scalar orbital. In an attractive atomic potential that rises outward, $V'>0$ and so $\xi>0$, which fixes the signs used above.

**The splitting as an integral**

Let $\lambda$ vary continuously from $-1$ to $\tfrac12$. Intermediate values are a mathematical path between the two physical levels. With $\langle\psi_L|\psi_L\rangle=1$, the energy is $E=\langle h\rangle$. When it is differentiated, the change of the orbital drops out, because $h$ is Hermitian and the norm is fixed. However, $h$ also depends on $E$ through $M$:

$$\frac{dE}{d\lambda}=\langle\xi\rangle+\Big\langle\frac{\partial h}{\partial E}\Big\rangle\frac{dE}{d\lambda}
\quad\Rightarrow\quad
\zeta(\lambda)\equiv\frac{dE}{d\lambda}=\frac{\langle\xi\rangle_\lambda}{1-\langle\partial h/\partial E\rangle_\lambda}.$$

At the physical values of $\lambda$ the denominator is the norm including the small component. Indeed $\partial f/\partial E=-1/(4c^2M^2)$, so $-\langle\partial h/\partial E\rangle=\langle\psi_S|\psi_S\rangle$.

Integration gives the splitting in the fixed potential:

$$\Delta=E(\tfrac12)-E(-1)=\int_{-1}^{1/2}\zeta(\lambda)\,d\lambda .$$

First-order theory replaces the relaxed coupling $\zeta(\lambda)$ by its scalar value:

$$\Delta_1=\tfrac32\,\zeta(0).$$

Suppose $\zeta$ is convex, so that it lies on or above its tangent at zero, $\zeta(\lambda)\ge\zeta(0)+\lambda\zeta'(0)$. Since $\int_{-1}^{1/2}\lambda\,d\lambda=\tfrac18-\tfrac12=-\tfrac38$,

$$\Delta-\Delta_1\ \ge\ -\tfrac38\,\zeta'(0).$$

If also $\zeta'(0)<0$, meaning that the coupling grows towards $p_{1/2}$, first order must underestimate. The interval reaches twice as far towards $p_{1/2}$ as towards $p_{3/2}$, and this is why relaxation does not average out.

**What relaxes the orbital**

Expand $E(\lambda)=E_0+\lambda E_1+\lambda^2E_2+\lambda^3E_3+\dots$, with $E_1=\zeta(0)$ and $\zeta'(0)=2E_2$. Subtracting the two levels gives

$$\Delta=\tfrac32E_1-\tfrac34E_2+\tfrac98E_3+\dots$$

The quadratic shift is $E_2$ for $p_{1/2}$ and $E_2/4$ for $p_{3/2}$. An underestimate at this order requires $E_2<0$.

For the sum over states, hold $M$ at the scalar energy. An energy change of 0.04 hartree alters $M$ by only about $10^{-6}$, so this is harmless here. Second-order perturbation theory then gives

$$E_2=\sum_{n\ne 6p}\frac{|\langle n|\xi|6p\rangle|^2}{E_0-E_n}.$$

The lower shells 2p to 5p have $E_n<E_0$ and contribute positively. The higher states contribute negatively. The sign of $E_2$ for a valence orbital is thus a competition, not a consequence of the variational principle, and it has to be computed.

**The thallium model**

The potential is

$$V(r)=-\frac{1}{r}\left[1+\frac{Z-1}{1+H(e^{r/d}-1)}\right]\operatorname{erf}(r/a),$$

with $Z=81$ and $H=5$. The error function smooths the nucleus, and $a=\sqrt{2/3}\,R$ for an rms radius $R=5.5$ fm. The length $d=0.781$ bohr puts the scalar 6p level at $-0.2$ hartree. The radial equation was solved in 74 B-splines inside a 50 bohr sphere, with $E$ in $M$ iterated to self-consistency.

The scalar orbital has $\zeta(0)=0.02786$ hartree, so

$$\Delta_1=1.5\times0.02786=0.0418\ \text{hartree}=1.14\ \text{eV}.$$

The relaxed levels are $E(-1)=-0.2400$ and $E(\tfrac12)=-0.1877$ hartree, so

$$\Delta=-0.1877+0.2400=0.0523\ \text{hartree}=1.42\ \text{eV}.$$

First order misses 0.0105 hartree, or 20% of the full model splitting. The measured thallium splitting is roughly 1 eV. The model was not fitted to it, so the comparison of interest is between two treatments of one potential.

The relaxed coupling along the path is:

| $\lambda$ | $\zeta$ (hartree) |
|---:|---:|
| −1.00 | 0.0602 |
| −0.75 | 0.0467 |
| −0.50 | 0.0382 |
| −0.25 | 0.0323 |
| 0.00 | 0.0279 |
| 0.25 | 0.0244 |
| 0.50 | 0.0216 |

The values fall in ever smaller steps, so on this grid $\zeta$ is decreasing and convex, as the argument requires. At $p_{1/2}$ the coupling is 2.2 times its scalar value; at $p_{3/2}$ it is 0.78 times that value.

The mean radius of the large component is 3.10 bohr for $p_{1/2}$, 3.51 for the scalar orbital and 3.67 for $p_{3/2}$. This contraction of 12% and expansion of 5% describe the outer orbital. The coupling is collected much further in: 90% of $\langle\xi\rangle$ for the scalar orbital comes from $r<0.038$ bohr. Since $\xi(r)$ itself hardly changes between the levels, the doubling of $\zeta$ comes from a change of the orbital in that inner region, strongest in its innermost part. From the scalar orbital to $p_{1/2}$, the weight inside 0.038 bohr grows by only about 45%, the weight inside 0.01 bohr nearly triples, and the radius holding half of $\langle\xi\rangle$ moves in from 0.017 to 0.012 bohr. The mean radius does not measure this reshaping.

Relative to the first-order levels $E_0+\lambda\zeta(0)$, relaxation lowers $p_{1/2}$ by 0.01215 hartree and $p_{3/2}$ by 0.00167 hartree. Their difference, 0.0105 hartree, is the missing splitting. The ratio is about 7 instead of 4 because of higher orders. With $E_2=-0.00775$ and $E_3=0.00256$ hartree, the cubic term adds $-E_3$ to $p_{1/2}$, deepening its shift, and $+E_3/8$ to $p_{3/2}$, reducing its shift.

**Which functions are needed**

The competition in $E_2$ is close:

$$E_2=\underbrace{0.0117}_{2p\text{–}5p}\;\underbrace{-\,0.0077}_{\text{higher, below }10}\;\underbrace{-\,0.0118}_{\text{above }10}=-0.0078\ \text{hartree},$$

where the limit of 10 hartree refers to the orbital energy. The unbound states are the discrete states of the spline basis (26 orbitals lie below 10 hartree), so the division between the last two terms depends somewhat on the basis; the total agrees with a finite difference of directly integrated energies. Without the states above it, $E_2$ would be positive. Not all of these states act in the same way. Near the nucleus the local wavelength is set by $E-V$, and $-V$ exceeds 1000 hartree where most of $\langle\xi\rangle$ is collected. States at 10 or 100 hartree therefore have nearly the same shape there as 6p, and mixing them in mainly changes the amplitude of the orbital in that region. Changing its shape there takes states at thousands of hartree and above, whose wavelength is noticeably shorter.

This has a practical consequence. If spin–orbit coupling is diagonalized among the scalar orbitals 2p to 6p alone, the splitting is 0.0373 hartree, which is worse than first order. Including all orbitals below 10 hartree gives 0.0390, below 1000 hartree 0.0441, and below $10^5$ hartree 0.0510; the full spline set gives 0.0523. The values at the intermediate cutoffs shift by a few $10^{-4}$ hartree with the spline mesh. A variational spin–orbit step among scalar orbitals therefore converges slowly with the energy cutoff in this model. The space needs high-energy, short-wavelength components near the nucleus, and a few suitably shaped functions can supply much of them: adding a single relaxed $5p_{1/2}$ radial function to the 2p–6p set already raises the splitting to 0.047 hartree.

A better estimate from a single orbital uses the midpoint of the path, $\lambda=-\tfrac14$. It gives $1.5\,\zeta(-\tfrac14)=0.0484$ hartree and recovers 63% of the deficit. For convex $\zeta$ the midpoint value still cannot exceed the integral.

**Why heavy elements**

When the coupling is weak, the relative deficit is approximately $\tfrac34|E_2|/(\tfrac32E_1)=|E_2|/(2E_1)$. As $E_2$ is quadratic in the coupling and $E_1$ linear, this ratio grows with coupling strength. The same model, with $d$ readjusted to keep the scalar valence level at $-0.2$ hartree, gives deficits of 0.3% for $Z=13$ (3p), 2.3% for $Z=31$ (4p), 6.1% for $Z=49$ (5p) and 20% for $Z=81$ (6p).

**How far the result reaches**

The size of the error depends on what is called scalar. One may instead write $\psi_S=\sigma\cdot p\,\phi/(2c)$ and drop the spin-dependent part of $\sigma\cdot p\,V\,\sigma\cdot p$. This modified Dirac separation has the same physical levels once the spin term is restored, but a different scalar orbital. Its first-order splitting here is 0.0461 hartree, a deficit of 12% instead of 20%. The direction is the same in both schemes; the percentage belongs to the scheme.

The potential was also held fixed. In a many-electron atom the other electrons respond to the contraction, and two-electron spin–orbit terms and correlation contribute as well. The argument would fail for a valence level whose lower shells won the competition in $E_2$, so the underestimate is a result for this model and its lighter analogues, not a theorem for every potential.
